# Apparent barrier heights and the image potential: what cancels, what remains

## Three heights for one barrier

Two model metals have work function 4.35 eV, and their image planes, the effective surfaces from which the image potential is measured, are 15 bohr (7.94 Å) apart. When the image potential is included, the tunnelling exponent equals that of a uniform barrier only 1.46 eV high. Yet the rate at which the current falls on retraction corresponds to a height of 3.48 eV. The image potential removes 2.89 eV from one measure of the barrier and 0.88 eV from the other.

The difference arises because the slope responds to the change of the integrated barrier with distance, and most of the image lowering drops out of that change. The cancellation of the \(1/z\) term is complete for a lowering \(g(x/z)/z\) with bounded \(g\). For the classical image potential it is incomplete, and a definite remainder survives.

## What the slope measures

Hartree atomic units are used. The metals are planar and equal, with work function \(\phi\); \(z\) is the distance between their image planes, and the bias is small. Until transverse motion is included, the electron has the Fermi energy and moves along the surface normal. Its barrier is \(\phi+V(x;z)\), where \(V<0\) is the image potential. In the WKB approximation

\[
I\propto e^{-2S},\qquad S(z)=\int_{x_1}^{x_2}\sqrt{2(\phi+V)}\,dx ,
\]

with \(x_1,x_2\) the turning points. For \(V=0\), \(S=\kappa z\) with \(\kappa=\sqrt{2\phi}\), so \(d\ln I/dz=-2\kappa\) and \(\phi=\kappa^2/2=(d\ln I/dz)^2/8\). This relation defines the apparent height for any barrier:

\[
\phi_A=\frac18\left(\frac{d\ln I}{dz}\right)^2=\frac{(S')^2}{2}.
\]

In laboratory units the factor \(1/8\) becomes \(\hbar^2/8m=0.9525\) eV Å². A constant offset between the image planes and the nuclei does not affect the slope.

The effective height \(\bar\phi\) is that of a uniform barrier of width \(z\) with the same exponent, \(S=z\sqrt{2\bar\phi}\). It includes both the lowering of the barrier and its narrowing at the turning points. Differentiation gives

\[
S'=\sqrt{2\bar\phi}+\frac{z\bar\phi'}{\sqrt{2\bar\phi}} .
\]

The first term is the slice of barrier added by retraction. The second is the rise of the barrier already present. Squaring and halving,

\[
\phi_A=\bar\phi+z\bar\phi'+\frac{(z\bar\phi')^2}{4\bar\phi}.
\]

Now write \(\bar\phi=\phi-\alpha(z)/z\), which defines \(\alpha\). Then \(z\bar\phi'=\alpha/z-\alpha'\), and the terms \(\pm\alpha/z\) cancel:

\[
\phi_A=\phi-\alpha'+\frac{(\alpha/z-\alpha')^2}{4\bar\phi}. \tag{1}
\]

What survives at first order is the variation of \(\alpha\), and \(\alpha\) itself enters at second order.

## First contribution: a lowering with constant α

For constant \(\alpha\), equation (1) becomes

\[
\phi_A=\phi+\frac{\alpha^2}{4z^2\bar\phi}.
\]

There is no \(1/z\) term, and the residue raises the apparent height above the work function. To see the compensation, set \(\varepsilon=\alpha/z\) and expand both parts of \(S'\):

\[
\sqrt{2(\phi-\varepsilon)}\simeq\kappa-\frac{\varepsilon}{\kappa},\qquad
\frac{\varepsilon}{\sqrt{2\bar\phi}}\simeq+\frac{\varepsilon}{\kappa}.
\]

The new slice is too low by \(\varepsilon\). Retraction by \(dz\) also raises the existing barrier by \(\alpha\,dz/z^2\) over its whole width \(z\), which supplies what the slice lacks.

Take \(\phi=0.16\) hartree, \(z=15\) bohr and \(\alpha=\ln2\), the value that gives the image lowering at the centre of the gap. The height is \(0.1600-0.6931/15=0.1138\) hartree. The slice contributes \(\sqrt{2\times0.1138}=0.4771\) bohr⁻¹, and the rise contributes \(0.6931/(15\times0.4771)=0.0969\) bohr⁻¹. Their sum, 0.5739 bohr⁻¹, slightly exceeds \(\kappa=0.5657\) bohr⁻¹. Thus \(\phi_A=0.1647\) hartree, 3% above \(\phi\), although the barrier is 29% below it.

The barrier need not be flat. Suppose \(V=g(u)/z\), with \(u=x/z\) and \(g\) bounded. For large \(z\), expand the square root:

\[
S=z\int_0^1\sqrt{\kappa^2+\frac{2g}{z}}\,du
=\kappa z+\frac1\kappa\int_0^1g\,du-\frac{1}{2\kappa^3z}\int_0^1g^2du+\dots
\]

The first-order term does not depend on \(z\): the lowering scales as \(1/z\) and the width as \(z\). It changes the size of the current but not its slope. The third term gives \(S'=\kappa+\int g^2du/(2\kappa^3z^2)\), and hence

\[
\phi_A=\phi+\frac{1}{4\phi z^2}\int_0^1g^2du+\dots
\]

As a non-flat case take \(g=-\ln2\,[1+(2u-1)^2]\), for which \(\int g^2du=0.897\). At \(z=1000\) bohr the formula gives \(z(\phi_A-\phi)=0.897/(0.64\times1000)=0.0014\) hartree bohr, as does direct integration of the barrier.

## Second contribution: the tails of the image potential

A charge at \(x\) between grounded plates at \(0\) and \(z\) has images of its own sign at \(x+2nz\), \(n\neq0\), and of opposite sign at \(-x+2nz\), for all integers \(n\). The energy is half the charge times the image potential, because the induced charge grows in proportion to the charge that induces it. Pairing \(n\) with \(-n\),

\[
V=\frac12\left[-\frac1{2x}+\sum_{n=1}^{\infty}\left(\frac1{nz}-\frac1{2(nz-x)}-\frac1{2(nz+x)}\right)\right].
\]

The digamma function satisfies \(\psi(1+u)=-\gamma+\sum_{n\ge1}[1/n-1/(n+u)]\), where \(\gamma\) is Euler's constant. Therefore

\[
V=-\frac1{4x}+w,\qquad w=\frac{\psi(1+u)+\psi(1-u)+2\gamma}{4z}. \tag{2}
\]

Since \(\psi(1+u)=\psi(u)+1/u\), this is also \(V=[\psi(u)+\psi(1-u)+2\gamma]/(4z)\). A quadrature of the Green function between the plates confirms this form. With \(\psi(1/2)=-\gamma-2\ln2\), the central value is \(-\ln2/z\), or \(-0.0462\) hartree at 15 bohr.

The potential has the form \(g(u)/z\), but \(g\to-1/(4u)\) at the left surface, and likewise at the right. The integral \(\int g\,du\) diverges logarithmically, so the preceding expansion cannot be used near the surfaces. The turning points provide the cutoff, and the integral for \(S\) must be evaluated with them in place.

By symmetry \(S\) is twice the integral over the left half. With \(a=1/(2\kappa^2)=1/(4\phi)\), equation (2) gives there

\[
2(\phi+V)=\kappa^2\left(1-\frac ax\right)+2w .
\]

The function \(w\) is even in \(u\) and vanishes at \(u=0\), so it behaves as \(x^2/z^3\) near the surface and is of order \(1/z\) in the middle. It can be treated to first order, with \(\sqrt{1-a/x}\) replaced by 1 in its coefficient; the errors in \(S\) are of order \(1/z\).

For the Coulomb part, set \(x=a\cosh^2t\). Then \(\sqrt{1-a/x}=\tanh t\) and \(dx=2a\sinh t\cosh t\,dt\), so that

\[
\int_a^{z/2}\!\sqrt{1-\frac ax}\,dx=\int_0^T2a\sinh^2t\,dt=a\sinh T\cosh T-aT,\qquad \cosh^2T=\frac{z}{2a}.
\]

For \(z\gg a\), \(a\sinh T\cosh T\to z/2-a/2\) and \(T\to\tfrac12\ln(2z/a)\). Multiplying by \(2\kappa\), with \(\kappa a=1/(2\kappa)\) and \(2z/a=8\phi z\),

\[
S_{\rm C}=\kappa z-\frac1{2\kappa}\left[1+\ln(8\phi z)\right].
\]

The smooth part contributes

\[
\frac2\kappa\int_0^{z/2}w\,dx=\frac1{2\kappa}\Big[\ln\Gamma(1+u)-\ln\Gamma(1-u)+2\gamma u\Big]_0^{1/2}
=\frac{\gamma-\ln2}{2\kappa},
\]

because \(\Gamma(3/2)/\Gamma(1/2)=1/2\). Adding the two parts,

\[
S=\kappa z-\frac{\Lambda}{2\kappa}+O(1/z),\qquad \Lambda=\ln(16\phi z)+1-\gamma. \tag{3}
\]

The numerical remainder is \(4.38\times10^{-4}\) at 1000 bohr and \(4.38\times10^{-5}\) at 10,000 bohr. It falls as \(c/z\) with \(c\approx0.44\) bohr.

From \(\bar\phi=S^2/(2z^2)\) and \(\phi_A=(S')^2/2\), with \(\Lambda'=1/z\), the leading terms are

\[
\bar\phi\simeq\phi-\frac{\Lambda}{2z},\qquad
S'\simeq\kappa-\frac1{2\kappa z},\qquad
\phi_A\simeq\phi-\frac1{2z}. \tag{4}
\]

The effective height contains the accumulated logarithm, while the slope contains its derivative. At large gaps the fraction of the lowering visible in the slope is \(1/\Lambda\).

Near either surface the potential stays close to \(-1/(4x)\), with \(x\) measured from that surface, however far away the other metal is. Retraction therefore does not raise the barrier there enough to complete the compensation. Each tail adds \(\tfrac14\ln z\) to the integrated lowering, and the two together give \(\tfrac12\ln z\), whose derivative is the surviving \(1/(2z)\).

In the current, equation (3) means that the image potential multiplies \(e^{-2\kappa z}\) by \(e^{\Lambda/\kappa}\propto z^{1/\kappa}\). A power of \(z\) can be a large factor and still have a small logarithmic derivative.

## Weighing the terms at 15 bohr

Here \(16\phi z=38.4\) and \(\Lambda=4.07\). Equation (3) gives \(S=8.485-3.598=4.887\); numerical integration gives 4.912. The left turning point is at 1.567 bohr, close to \(a=1.5625\) bohr.

Without the image potential the exponent \(2S\) would be 16.97 instead of 9.82. The image potential thus increases the WKB exponential by \(e^{7.15}\), roughly a thousandfold. The full transmission from the wave equation, with a band bottom 0.2 hartree below the Fermi level, rises by a smaller factor, about 470, because the prefactor also changes. Its effect on the slope is modest: \(S'=0.5054\) bohr⁻¹, 11% below \(\kappa\).

The numerical values in equation (1) are \(\alpha=1.596\) hartree bohr, \(\alpha'=0.0481\) hartree and \(\bar\phi=0.0536\) hartree. The last term is

\[
\frac{(1.5957/15-0.0481)^2}{4\times0.0536}=0.0158\ \text{hartree},
\]

and therefore

\[
\phi_A=0.1600-0.0481+0.0158=0.1277\ \text{hartree}=3.48\ \text{eV}.
\]

The value of \(\alpha'\) is well above the leading estimate \(1/(2z)=0.0333\) hartree. Inserting (3) without its remainder into \(\alpha=z\phi-S^2/(2z)\) explains this:

\[
\alpha=\frac\Lambda2-\frac{\Lambda^2}{8\kappa^2z},\qquad
\alpha'=\frac1{2z}+\frac{\Lambda^2-2\Lambda}{8\kappa^2z^2}.
\]

The second term of \(\alpha'\) is 0.0146 hartree, which brings the estimate to 0.048 hartree. In \(\phi_A\) this excess over \(1/(2z)\), 0.0148 hartree, is slightly more than offset by the last term of (1), 0.0158 hartree. The total lowering of the apparent height, 0.0323 hartree, is consequently close to \(1/(2z)\), even though the separate terms are not.

Over a range of gaps, in hartree:

| \(z\) (bohr) | \(\bar\phi\) | \(\phi_A\) | \((\phi-\phi_A)/(\phi-\bar\phi)\) |
|---|---|---|---|
| 12 | 0.0405 | 0.1201 | 0.33 |
| 15 | 0.0536 | 0.1277 | 0.30 |
| 20 | 0.0700 | 0.1355 | 0.27 |
| 30 | 0.0906 | 0.1435 | 0.24 |

In this one-dimensional model the apparent height is 25% below the work function at 12 bohr and 10% below it at 30 bohr. Only a quarter to a third of the effective lowering appears in the slope.

## Third contribution: corrections to WKB

The potential varies rapidly near the surfaces, where WKB is least secure. The wave equation was therefore solved numerically with the same image potential, cut off at a band bottom 0.2 hartree below the Fermi level. The apparent height changes from 0.1201 to 0.1191 hartree at 12 bohr and from 0.1277 to 0.1274 hartree at 15 bohr. At 20 and 30 bohr the results agree to the digits printed. The correction at small gaps depends on the cutoff: for band bottoms from 0.05 to 0.8 hartree below the Fermi level the value lies between 0.1191 and 0.1206 hartree at 12 bohr and between 0.1274 and 0.1280 hartree at 15 bohr.

At 100 bohr the wave equation gives \(z(\phi_A-\phi)=-0.4985\) hartree bohr, against the predicted limit \(-1/2\). The surviving term is thus a property of the potential and not a product of the WKB approximation.

## Fourth contribution: transverse momenta

Electrons at the Fermi level with transverse momentum \(k\) have less energy for motion along the normal and meet the height \(\phi+k^2/2\). For parallel planes that conserve \(k\), with a constant transmission prefactor, put \(\epsilon=k^2/2\):

\[
I\propto\int_0^\infty k\,dk\,e^{-2S(\phi+k^2/2)}=\int_0^\infty d\epsilon\,e^{-2S(\phi+\epsilon)} .
\]

The upper limit may be taken as infinite because small \(\epsilon\) dominates. There, to leading order at large gaps, \(S(\phi+\epsilon)\simeq S(\phi)+\epsilon z/\kappa\), since \(d\sqrt{2\phi}/d\phi=1/\kappa\). The integral is then \((\kappa/2z)e^{-2S}\), so \(d\ln I/dz=-2S'-1/z\) and

\[
\phi_A\simeq\frac12\left(S'+\frac1{2z}\right)^2\simeq\phi-\frac1{2z}+\frac{\kappa}{2z}.
\]

The new term is positive because a wider gap admits a narrower range of transverse momenta, which makes the current fall faster. It would be present without any image potential. For \(\phi=0.16\) hartree the combined coefficient is \((\kappa-1)/2=-0.217\) hartree bohr; the full integral at 1000 bohr gives \(-0.219\).

At 15 bohr, in the WKB approximation with a constant prefactor, the apparent height rises from 3.48 to 3.93 eV, which is 10% below the work function. Summing the wave-equation transmission over a band 0.2 hartree deep gives 4.01 eV instead, so the energy dependence of the prefactor shifts this value by about 0.1 eV. This geometric term accounts for part of the closeness to \(\phi\) between parallel planes, but it is not part of the image cancellation. The derivation holds for parallel planes; for a curved tip the geometric factor has to be worked out separately.

## Where the argument fails

The central barrier lies above the Fermi level only for \(z>\ln2/\phi=4.33\) bohr. The leading form of \(\bar\phi\) in (4) fails well before that gap is reached: at 12 bohr it gives about zero, against the integrated value of 0.0405 hartree. As the gap closes further, \(S\) is no longer large and the low-transmission formula \(e^{-2S}\) becomes unreliable. The model also assumes rigid electrodes and a static, classical image response up to the turning points, which lie about 1.6 bohr from the image planes at the gaps in the table. A different potential close to the surfaces would change the constant in \(\Lambda\). The coefficient of \(\ln z\) would stay the same, provided that the potential still joins the \(-1/(4x)\) tail and the change near the surface does not depend on \(z\).

An apparent height close to the work function is therefore no evidence that the image potential is absent. For the classical image potential at the gaps in the table, the slope is insensitive to most of the lowering; the magnitude of the current is not. The numerical output below gives the values for all four gaps and the large-gap coefficients.

## Values computed for the example and the checks

```
work function phi = 0.1600 hartree = 4.354 eV
band depth = 0.2000 hartree
kappa = 0.5657 1/bohr
smallest gap with a barrier, ln2/phi = 4.332 bohr
hbar^2/(8m) = 0.9525 eV angstrom^2
worked gap z = 15.0 bohr = 7.938 angstrom
-- flat barrier, alpha = ln2, worked gap --
alpha = 0.6931 hartree bohr
lowered height = 0.1138 hartree
slope part from added slice = 0.4771 1/bohr
slope part from raised barrier = 0.0969 1/bohr
sum of both parts = 0.5739 1/bohr
apparent height = 0.1647 hartree
-- image potential, worked gap --
potential at centre = -0.0462 hartree
left turning point = 1.5668 bohr
action S = 4.9123 (dimensionless)
large-gap formula for S = 4.8871
dS/dz = 0.5054 1/bohr
effective height = 0.0536 hartree = 1.459 eV
alpha = 1.5957 hartree bohr
d alpha/dz = 0.0481 hartree
second-order term = 0.0158 hartree
apparent height = 0.1277 hartree = 3.475 eV
1/(2z) = 0.0333 hartree
with transverse momenta = 3.933 eV
-- heights in hartree; ratio = apparent/effective lowering --
z/bohr  effective  WKB app.  wave app.  planar app.  ratio
 12.0   0.0405     0.1201    0.1191     0.1410       0.334
 15.0   0.0536     0.1277    0.1274     0.1445       0.304
 20.0   0.0700     0.1355    0.1355     0.1483       0.272
 30.0   0.0906     0.1435    0.1435     0.1522       0.237
-- z*(apparent height - phi), hartree bohr --
bounded lowering, z = 1000 bohr: 0.0014
image potential, WKB, z = 1000 bohr: -0.4999
image potential, wave eq., z = 100 bohr: -0.4985
image + transverse, z = 1000 bohr: -0.2194
predicted (kappa-1)/2 = -0.2172
S minus large-gap formula, z = 1000 bohr: 4.38e-04
S minus large-gap formula, z = 10000 bohr: 4.38e-05
```
